**First divergence of the charge-channel irreducible vertex of the half-filled Hubbard atom**

For $H=U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$ with $U>0$, the generalized charge susceptibility $\chi_c^{\nu\nu'\omega}$ first becomes singular on cooling at $T^*=\sqrt3U/(2\pi)$ and $\omega=0$, where the eigenvalue $\lambda_A=\beta(\nu^2-3u^2)/(\nu^2+u^2)^2$ on the antisymmetric pair $\nu=\pm\pi T$ crosses zero and $\Gamma_c=\beta^2(\chi_c^{-1}-\chi_0^{-1})$ has a simple pole. Here $u=U/2$, $\beta=1/T$, $f=1/(1+e^{\beta u})$, $b^2=u^2(3-4f)$, $\nu,\nu'$ are fermionic and $\omega$ bosonic Matsubara frequencies, and parity refers to $\nu\to-\nu-\omega$. The program computes $\chi$ from its definition with Fock-space matrices and block matrix exponentials, and asserts agreement with the closed form, with $T^*$, the eigenvector, the slope $2\pi^2/U^4$, the residue $2U^2/3$, the vertex $\Gamma_A$ and the finite full vertex $4U^2/(3T^*)$. It further asserts the ordered-time kernel by quadrature, the regular part and the determinant algebra symbolically, the Matsubara sums, the symmetric-block determinants, $T_2$ and the sum rule $\beta f/2$ by Richardson extrapolation, and that the number of negative eigenvalues equals that of $\chi_0$ on a scan above $T^*$ for five bosonic frequencies. For $U=4$ eV the output gives $T^*=1.1027$ eV, the first symmetric zero at $\omega=0$ at $T_2=0.7786$ eV, and $\Gamma_A=105.5$ eV at $T=1.2$ eV against $-109.8$ eV at $T=1.0$ eV. The physical charge susceptibility goes from 0.0662 to 0.0596 eV⁻¹ between these two temperatures.

## Numerical check

```python
# Half-filled Hubbard atom H = U (n_up-1/2)(n_dn-1/2), k_B = 1, energies in eV.
# Result under test: the generalized charge susceptibility chi_c = chi_upup + chi_updn
# (matrix in fermionic nu, nu' at bosonic w) first becomes singular on cooling at
# T* = sqrt(3) U/(2 pi), w = 0, eigenvector antisymmetric on nu = +-pi T, so that
# Gamma_c = beta^2 (chi_c^-1 - chi_0^-1) has a simple pole there.
# Symbols: u = U/2, f = 1/(1+exp(beta u)), h = 1-f, D = nu^2+u^2, P = nu(nu+w),
# Delta = D(nu) D(nu+w), b2 = u^2 (3-4f), nu = (2n+1) pi T, w = 2 m pi T,
# chi_0 = -beta G(nu) G(nu+w); (anti)symmetric refers to nu -> -nu-w.
# Brute force: Fock-space matrices, time-ordered integrals by block matrix exponentials.
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants

kB = physical_constants['Boltzmann constant in eV/K'][0]
U = 4.0
u = U / 2
pi = np.pi
low = np.array([[0., 1.], [0., 0.]])
I4 = np.eye(4)
c_up = np.kron(low, np.eye(2))
c_dn = np.kron(np.diag([1., -1.]), low)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
H = U * (n_up - I4 / 2) @ (n_dn - I4 / 2)


def fermi(T):
    return 1 / (1 + np.exp(u / T))


def grid(N, m):
    return np.arange(-N - max(m, 0), N + max(-m, 0))


def ordered(T, ops, freqs, last):
    k = len(ops)
    M = np.zeros((4 * k + 4, 4 * k + 4), complex)
    cum = np.concatenate([[0.0], np.cumsum(freqs)])
    for j in range(k + 1):
        M[4 * j:4 * j + 4, 4 * j:4 * j + 4] = -H + 1j * cum[j] * I4
    for j in range(k):
        M[4 * j:4 * j + 4, 4 * j + 4:4 * j + 8] = ops[j]
    Z = np.exp(-np.diag(H) / T).sum()
    return np.trace(expm(M / T)[:4, 4 * k:] @ last) / Z


def brute(T, N, m):
    ns = grid(N, m)
    nu, w = (2 * ns + 1) * pi * T, 2 * m * pi * T
    G = np.array([-ordered(T, [c_up], [x], c_up.T) for x in nu])
    out = []
    for c2 in (c_up, c_dn):
        ops = [c_up.T, c_up, c2.T]
        X = np.zeros((len(ns), len(ns)), complex)
        for i, j in itertools.product(range(len(ns)), repeat=2):
            fr = [-nu[i], nu[i] + w, -(nu[j] + w)]
            for p in itertools.permutations(range(3)):
                sign = (-1) ** sum(p[r] > p[s] for r in range(3) for s in range(r + 1, 3))
                X[i, j] += sign * ordered(T, [ops[r] for r in p], [fr[r] for r in p], c2)
        if m == 0:
            X -= np.outer(G, G) / T
        out.append(X)
    return out[0], out[1], G


def brute_charge(T, N):
    a, b, G = brute(T, N, 0)
    return (a + b).real, G


def closed(T, N, m):
    ns = grid(N, m)
    nu, w, f = (2 * ns + 1) * pi * T, 2 * m * pi * T, fermi(T)
    D = nu**2 + u**2
    P, Delta = nu * (nu + w), D * ((nu + w)**2 + u**2)
    static = (m == 0) * u**2 / np.outer(D, D) / T
    upup = np.diag((P - u**2) / Delta) / T + static
    R = -2 * u * (np.outer(P, P) - u**2 * (P[:, None] + P[None, :] + w**2) - 3 * u**4) / np.outer(Delta, Delta)
    diag = np.diag(2 * u**2 / Delta / T)
    updn = f * diag[:, ::-1] - (1 - f) * diag - (1 - 2 * f) * static + R
    return upup, updn, P, Delta


def sector_basis(L, parity):
    E = np.eye(L)
    cols = [(E[i] + parity * E[L - 1 - i]) / np.sqrt(2) for i in range(L // 2)]
    if L % 2 and parity > 0:
        cols.append(E[L // 2])
    return np.array(cols).T


def richardson(fun, N):
    a, b, c = fun(N), fun(2 * N), fun(4 * N)   # removes 1/N and 1/N^2 truncation terms
    return (8 * c - 6 * b + a) / 3


# ordered-time kernel: closed form against Gauss-Legendre quadrature on the simplex
xg, wg = np.polynomial.legendre.leggauss(40)
xg, wg = (xg + 1) / 2, wg / 2
T = 0.9
t1 = xg[:, None, None] / T
t2 = t1 * xg[None, :, None]
t3 = t2 * xg[None, None, :]
weight = wg[:, None, None] * wg[None, :, None] * wg[None, None, :] * t1 * t2 / T
prob = {1: fermi(T) / 2, -1: (1 - fermi(T)) / 2}
for a in (1, -1):
    for k1, k2, k3 in [(1, 3, -5), (1, -1, 3), (3, 1, -1), (-1, 1, -1)]:
        x1, x2, x3 = 1j * k1 * pi * T + a * u, 1j * k2 * pi * T - a * u, 1j * k3 * pi * T + a * u
        quad = prob[a] * np.sum(weight * np.exp(x1 * t1 + x2 * t2 + x3 * t3))
        form = ((1 / (x1 + x2 + x3) - 1 / x2) / (2 * x1 * x3)
                - prob[a] * (k1 + k2 == 0) / (T * x2 * x3) - prob[-a] * (k2 + k3 == 0) / (T * x1 * x3))
        assert abs(quad - form) < 1e-9

# symbolic: regular part R from the six kernels (z = i * frequency)
us, z1, z2, z3, z4, om, th, J, be = sp.symbols('u z1 z2 z3 z4 om th J be')
iO = {'A': -z1, 'B': z2, 'C': -z3}
Dprod = (us**2 - z1**2) * (us**2 - z2**2) * (us**2 - z3**2) * (us**2 - z4**2)
poly = 0
for order, a in [('ABC', 1), ('ACB', 1), ('CAB', 1), ('BAC', -1), ('BCA', -1), ('CBA', -1)]:
    y1, y2, y3 = iO[order[0]] + a * us, iO[order[1]] - a * us, iO[order[2]] + a * us
    poly += a * sp.cancel(Dprod / (2 * y1 * y3 * (a * us - z4))) - a * sp.cancel(Dprod / (2 * y1 * y2 * y3))
target = -2 * us * z1 * z2 * z3 * z4 - us**3 * (z1**2 + z2**2 + z3**2 + z4**2) + 6 * us**5
assert sp.expand((poly - target).subs(z4, z1 - z2 + z3)) == 0

# symbolic: reduction of the 2x2 determinant of the rank-two update
cs, hs, fs = 2 * us**2 * (1 + th), (1 + th) / 2, (1 - th) / 2
Q0, Q1, m2 = th / (us * (4 * us**2 + om**2)), 2 * us * th / (4 * us**2 + om**2), us**2 * om**2
M0 = (J - Q1 - cs * Q0) / (cs**2 + m2)
Ms = sp.Matrix([[J - m2 * M0, Q0 + cs * M0], [Q0 + cs * M0, M0]])
A2 = sp.eye(2) + Ms * sp.Matrix([[-2 * us, 4 * us**3], [4 * us**3, 2 * us * m2]])
det_w = A2[0, 0] * A2[1, 1] - A2[0, 1] * A2[1, 0]
assert sp.cancel(det_w - (om**2 + 4 * us**2) / (om**2 + 16 * us**2 * hs**2) * (1 + 2 * us * J)) == 0
J1 = (J - th / (2 * us)) / cs
J2 = (J1 - th / (4 * us**3) + be * fs * hs / (2 * us**2)) / cs
A2 = sp.eye(2) + sp.Matrix([[J, J1], [J1, J2]]) * sp.Matrix(
    [[2 * be * us**2 * fs - 2 * us, 4 * us**3], [4 * us**3, 0]])
det_0 = A2[0, 0] * A2[1, 1] - A2[0, 1] * A2[1, 0]
assert sp.cancel(det_0 - (1 + 2 * us * J) / (4 * hs**2)) == 0


def q_phi(T, m):
    w = 2 * abs(m) * pi * T
    q = np.sqrt(u**2 * (3 - 4 * fermi(T)) + w**2 / 4)
    return q, (q - w / 2) / (2 * T)


# Matsubara sums done explicitly
for T in (1.2, 0.7):
    f = fermi(T)
    theta, b2 = 1 - 2 * f, u**2 * (3 - 4 * f)
    for m in (0, 1, 2):
        w = 2 * m * pi * T

        def sums(N):
            nu = (2 * grid(N, m) + 1) * pi * T
            P, De = nu * (nu + w), (nu**2 + u**2) * ((nu + w)**2 + u**2)
            return T * np.array([np.sum(1 / (P - b2)), np.sum(1 / De), np.sum((P + u**2) / De)])
        q, phi = q_phi(T, m)
        ref = [np.tan(phi) / (2 * q), theta / (u * (4 * u**2 + w**2)), 2 * u * theta / (4 * u**2 + w**2)]
        if m == 0:
            ref[1:] = [theta / (4 * u**3) - f * (1 - f) / (2 * u**2 * T), theta / (2 * u)]
        assert np.allclose(richardson(sums, 2000), ref, rtol=0, atol=1e-9)

# closed-form chi and antisymmetric eigenvalues against the definition
worst = 0.0
for T, m in [(1.2, 0), (1.2, 1), (1.2, -1), (0.5, 0), (0.5, 1), (0.5, 2)]:
    bu, bd, G = brute(T, 2, m)
    cu, cd, P, Delta = closed(T, 2, m)
    nu = (2 * grid(2, m) + 1) * pi * T
    worst = max(worst, abs(bu - cu).max(), abs(bd - cd).max())
    assert abs(G + 1j * nu / (nu**2 + u**2)).max() < 1e-11
    A, S = sector_basis(len(nu), -1), sector_basis(len(nu), 1)
    lam = ((P - 3 * u**2) / Delta / T)[:A.shape[1]]
    assert abs(A.T @ (bu + bd) @ A - np.diag(lam)).max() < 1e-10
    assert abs(A.T @ (bu + bd) @ S).max() < 1e-10
assert worst < 1e-10

# zero crossing located from the brute-force matrix
T_star = np.sqrt(3) * U / (2 * pi)
T_brute = brentq(lambda T: np.linalg.eigvalsh(brute_charge(T, 2)[0])[0], 0.96, 1.28, xtol=1e-11)
assert abs(T_brute - T_star) < 1e-8
X, G = brute_charge(T_brute, 2)
vals, vecs = np.linalg.eigh(X)
overlap = abs(vecs[:, 0] @ np.array([0, -1, 1, 0]) / np.sqrt(2))
assert abs(overlap - 1) < 1e-8 and vals[1] > 1e-3
F = -(X - np.diag(-G**2 / T_brute)) / np.outer(G**2, G**2)
F_A = (F[2, 2] - F[2, 1]).real
assert abs(F_A - 4 * U**2 / (3 * T_star)) < 1e-5


def gamma_A(T, N):
    X, G = brute_charge(T, N)
    Gam = (np.linalg.inv(X) - np.diag(1 / (-G**2 / T).real)) / T**2
    return Gam[N, N] - Gam[N, N - 1], X


dT = 2e-3   # central differences, relative error of order (dT/T)^2
(gp, Xp), (gm, Xm) = gamma_A(T_star + dT, 2), gamma_A(T_star - dT, 2)
slope = (np.linalg.eigvalsh(Xp)[0] - np.linalg.eigvalsh(Xm)[0]) / (2 * dT)
residue = dT * (gp - gm) / 2
assert abs(slope / (2 * pi**2 / U**4) - 1) < 1e-4
assert abs(residue / (2 * U**2 / 3) - 1) < 1e-4


def det_sym(T, N, m, shift):
    cu, cd, P, Delta = closed(T, N, m)
    S = sector_basis(len(P), 1)
    ref = ((P - shift) / Delta / T)[:S.shape[1]]
    return np.linalg.det((S.T @ (cu + cd) @ S) / ref[:, None])


def det_formula(T):
    b = q_phi(T, 0)[0]
    return (np.cos(b / (2 * T)) + u / b * np.sin(b / (2 * T))) / (4 * (1 - fermi(T))**2)


for T in (2.0, T_star, 0.7):   # tolerance set by the remaining 1/N^3 truncation term
    f = fermi(T)
    assert abs(richardson(lambda N: det_sym(T, N, 0, 0.0), 100) - det_formula(T)) < 1e-5
    for m in (0, 1, 2, 3):
        q, phi = q_phi(T, m)
        w2 = (2 * m * pi * T)**2
        ref = (w2 + 4 * u**2) / (w2 + 16 * u**2 * (1 - f)**2) * (1 + u / q * np.tan(phi))
        assert abs(richardson(lambda N: det_sym(T, N, m, u**2 * (3 - 4 * f)), 100) - ref) < 1e-5
T2 = brentq(det_formula, 0.6, 1.0, xtol=1e-12)
T2_matrix = brentq(lambda T: richardson(lambda N: det_sym(T, N, 0, 0.0), 50), 0.6, 1.0, xtol=1e-9)
assert abs(T2 - T2_matrix) < 1e-5 and T2 < T_star


def negatives(T, N, m):
    cu, cd, P, Delta = closed(T, N, m)
    s = np.sqrt(T * Delta / abs(P))
    return int(np.sum(np.linalg.eigvalsh((cu + cd) * np.outer(s, s)) < 0))


for T in T_star * np.geomspace(1.0001, 20, 25):   # inertia equals that of chi_0 above T*
    for m in range(5):
        assert negatives(T, 40, m) == m
counts = {T: negatives(T, 150, 0) for T in (1.2, 1.0, 0.7, 0.35)}
assert list(counts.values()) == [0, 1, 2, 3]
cu, cd, P, Delta = brute(U / (2 * pi), 1, 1)[:2] + closed(U / (2 * pi), 1, 1)[2:]
assert abs((cu + cd)[2, 2] - (cu + cd)[2, 0]) < 1e-10   # antisymmetric zero at w = 2 pi T

print(f"U = {U:.1f} eV, u = {u:.1f} eV, 3u^2 = {3 * u**2:.1f} eV^2")
print(f"max |chi closed - chi brute| = {worst:.0e} eV^-3")
print(f"T* formula = {T_star:.6f} eV = {T_star / kB:.0f} K")
print(f"T* brute force = {T_brute:.6f} eV")
print(f"T*/U = {T_star / U:.6f}, U/T* = {U / T_star:.6f}")
print(f"eigenvector overlap at T* = {overlap:.8f}")
print(f"next eigenvalue at T* (4x4 grid) = {vals[1]:.6f} eV^-3")
print(f"slope dlambda/dT: brute {slope:.6f}, formula {2 * pi**2 / U**4:.6f} eV^-4")
print(f"residue of Gamma_A: brute {residue:.4f}, formula {2 * U**2 / 3:.4f} eV^2")
print(f"F_A at T* = {F_A:.4f} eV")
print(f"b at T* = {q_phi(T_star, 0)[0]:.5f} eV, pi T* = {pi * T_star:.5f} eV")
print(f"symmetric det at T* = {det_formula(T_star):.6f}")
print(f"T2 formula = {T2:.6f} eV = {T2 / kB:.0f} K")
print(f"T2 matrix = {T2_matrix:.6f} eV, U/T2 = {U / T2:.5f}")
print(f"T*/3 = {T_star / 3:.6f} eV, U/(2 pi) = {U / (2 * pi):.6f} eV")
for T in (1.2, 1.0):
    f, nu0 = fermi(T), pi * T
    D0 = nu0**2 + u**2
    g, X = gamma_A(T, 3)
    g_form = 3 * u**2 * D0**2 / (T * nu0**2 * (nu0**2 - 3 * u**2))
    assert abs(g / g_form - 1) < 1e-7
    phys = richardson(lambda N: T**2 * sum(closed(T, N, 0)[:2]).sum(), 100)
    rho = np.exp(-np.diag(H) / T)
    thermo = (rho * (np.diag(n_up + n_dn) - 1)**2).sum() / rho.sum() / (2 * T)
    assert abs(phys - thermo) < 1e-6 and abs(thermo - f / (2 * T)) < 1e-12
    print(f"--- T = {T:.1f} eV, w = 0, nu0 = pi T ---")
    print(f"beta = {1 / T:.6f} eV^-1, f = {f:.6f}, h = {1 - f:.6f}")
    print(f"nu0 = {nu0:.5f} eV, nu0^2 = {nu0**2:.5f} eV^2, D = {D0:.5f} eV^2")
    print(f"2u^2 h = {2 * u**2 * (1 - f):.5f} eV^2, 2u^2 f = {2 * u**2 * f:.5f} eV^2")
    print(f"chi_0(nu0) = {nu0**2 / D0**2 / T:.6f} eV^-3")
    print(f"chi_c(nu0,nu0) = {X[3, 3]:.6f} eV^-3")
    print(f"chi_c(nu0,-nu0) = {X[3, 2]:.6f} eV^-3")
    print(f"lambda_A = {X[3, 3] - X[3, 2]:.6f} eV^-3")
    print(f"Gamma_A: brute {g:.4f}, formula {g_form:.4f} eV")
    print(f"pole term 2U^2/(3(T-T*)) = {2 * U**2 / (3 * (T - T_star)):.4f} eV")
    print(f"b = {q_phi(T, 0)[0]:.5f} eV, symmetric det = {det_formula(T):.6f}")
    print(f"physical chi: sum {phys:.6f}, thermodynamic {thermo:.6f} eV^-1")
for T, n in counts.items():
    print(f"negative eigenvalues at T = {T:.2f} eV, w = 0: {n}")
print("finished without a failed check")
```

Running it gives:

```
U = 4.0 eV, u = 2.0 eV, 3u^2 = 12.0 eV^2
max |chi closed - chi brute| = 2e-16 eV^-3
T* formula = 1.102658 eV = 12796 K
T* brute force = 1.102658 eV
T*/U = 0.275664, U/T* = 3.627599
eigenvector overlap at T* = 1.00000000
next eigenvalue at T* (4x4 grid) = 0.006653 eV^-3
slope dlambda/dT: brute 0.077108, formula 0.077106 eV^-4
residue of Gamma_A: brute 10.6667, formula 10.6667 eV^2
F_A at T* = 19.3472 eV
b at T* = 3.12364 eV, pi T* = 3.46410 eV
symmetric det at T* = 0.265942
T2 formula = 0.778641 eV = 9036 K
T2 matrix = 0.778641 eV, U/T2 = 5.13715
T*/3 = 0.367553 eV, U/(2 pi) = 0.636620 eV
--- T = 1.2 eV, w = 0, nu0 = pi T ---
beta = 0.833333 eV^-1, f = 0.158869, h = 0.841131
nu0 = 3.76991 eV, nu0^2 = 14.21223 eV^2, D = 18.21223 eV^2
2u^2 h = 6.72905 eV^2, 2u^2 f = 1.27095 eV^2
chi_0(nu0) = 0.035707 eV^-3
chi_c(nu0,nu0) = 0.010480 eV^-3
chi_c(nu0,-nu0) = 0.004921 eV^-3
lambda_A = 0.005558 eV^-3
Gamma_A: brute 105.4954, formula 105.4954 eV
pole term 2U^2/(3(T-T*)) = 109.5790 eV
b = 3.07540 eV, symmetric det = 0.321073
physical chi: sum 0.066195, thermodynamic 0.066195 eV^-1
--- T = 1.0 eV, w = 0, nu0 = pi T ---
beta = 1.000000 eV^-1, f = 0.119203, h = 0.880797
nu0 = 3.14159 eV, nu0^2 = 9.86960 eV^2, D = 13.86960 eV^2
2u^2 h = 7.04638 eV^2, 2u^2 f = 0.95362 eV^2
chi_0(nu0) = 0.051306 eV^-3
chi_c(nu0,nu0) = 0.002034 eV^-3
chi_c(nu0,-nu0) = 0.013109 eV^-3
lambda_A = -0.011075 eV^-3
Gamma_A: brute -109.7866, formula -109.7866 eV
pole term 2U^2/(3(T-T*)) = -103.9051 eV
b = 3.17691 eV, symmetric det = 0.197146
physical chi: sum 0.059601, thermodynamic 0.059601 eV^-1
negative eigenvalues at T = 1.20 eV, w = 0: 0
negative eigenvalues at T = 1.00 eV, w = 0: 1
negative eigenvalues at T = 0.70 eV, w = 0: 2
negative eigenvalues at T = 0.35 eV, w = 0: 3
finished without a failed check
```
